\section*{Phonon force constants from the inverse dielectric matrix for local ionic potentials, part 1}

(Sections cited here and not found follow in the second part.)

\section*{From the total energy to a screened coupling}

\emph{Q.} When an ion in a crystal is displaced, the electrons rearrange and pull on every other ion. Before any matrix is written down, tell me which energy you differentiate, and what you assume about the ions.

\emph{A.} I use the Born--Oppenheimer energy: the electrons are in their ground state for each set of ionic positions. Hartree atomic units are used throughout. The crystal consists of $N$ cells of volume $\Omega$, repeated periodically. Ion $i=(l,\kappa)$ rests at $\mathbf R_l+\boldsymbol\tau_\kappa$, has charge $Z_\kappa$, and acts on the electrons through a local potential $v_\kappa(r)$ that is spherical and tends to $-Z_\kappa/r$ at large $r$. With $\mathbf R_i$ the actual position of ion $i$,
\begin{equation}
E=W(\{\mathbf R_i\})+\min_n\Big\{F[n]+\int V n\,d^3r\Big\},\qquad
V(\mathbf r)=\sum_i v_i(\mathbf r-\mathbf R_i).
\label{energy}
\end{equation}
Here $W$ is the ion--ion energy and $F[n]$ is the universal functional: kinetic, Hartree, exchange and correlation energy. It does not depend on the ions. I assume a gap above the ground state, so that the density $n$ is unique and changes smoothly with the positions.

\emph{Q.} The separate Coulomb energies of an infinite crystal diverge. Are you differentiating infinities?

\emph{A.} The divergence sits in the Fourier component $\mathbf k=0$ of the Coulomb interaction. The electron--electron, electron--ion and ion--ion parts carry it with the common factor $\tfrac12\big(N_{\rm el}-\sum_iZ_i\big)^2$, which vanishes for neutral cells. What remains at $\mathbf k=0$ is the average of the short-range function $v_\kappa+Z_\kappa/r$ times the number of electrons, and this does not depend on where the ions are. So $\mathbf k=0$ is dropped from all Coulomb sums and from $V$. All other wave vectors allowed by the periodic repetition stay.

\emph{Q.} Now differentiate. The density depends on the positions, so I expect its derivative to appear at once.

\emph{A.} In the first derivative it appears and then cancels. The minimizing density makes the bracket in \eqref{energy} stationary under changes that conserve the number of electrons, so the change of $n$ contributes nothing to first order:
\begin{equation}
\frac{\partial E}{\partial R_{i\alpha}}=\frac{\partial W}{\partial R_{i\alpha}}
+\int n(\mathbf r)\,\frac{\partial V(\mathbf r)}{\partial R_{i\alpha}}\,d^3r .
\end{equation}
This is the Hellmann--Feynman theorem. A second derivative acts on both factors under the integral, and the density now has to respond. To first order its change is
\begin{equation}
\frac{\partial n(\mathbf r)}{\partial R_{j\beta}}=\int\chi(\mathbf r,\mathbf r')\,
\frac{\partial V(\mathbf r')}{\partial R_{j\beta}}\,d^3r',
\label{chidef}
\end{equation}
which defines $\chi$ as the full static density response to a potential applied from outside. Since $V$ is a sum over ions, its mixed second derivative vanishes for $i\neq j$. From $\partial v_i(\mathbf r-\mathbf R_i)/\partial R_{i\alpha}=-\partial_\alpha v_i$, a second differentiation gives $+\partial_\alpha\partial_\beta v_i$. Hence
\begin{align}
\Phi_{i\alpha,j\beta}&\equiv\frac{\partial^2E}{\partial R_{i\alpha}\partial R_{j\beta}}
=\frac{\partial^2W}{\partial R_{i\alpha}\partial R_{j\beta}}+P_{i\alpha,j\beta}
+\delta_{ij}\int n\,\partial_\alpha\partial_\beta v_i\,d^3r,
\label{phi}\\
P_{i\alpha,j\beta}&=\iint\frac{\partial V(\mathbf r)}{\partial R_{i\alpha}}\,
\chi(\mathbf r,\mathbf r')\,\frac{\partial V(\mathbf r')}{\partial R_{j\beta}}\,d^3r\,d^3r' .
\label{P}
\end{align}
The forces need not vanish for \eqref{phi} to hold. They must vanish if the second derivatives are to describe vibrations about equilibrium.

\emph{Q.} That matrix couples every ion to every other. How do you reduce it to one wave vector?

\emph{A.} By the periodicity of the undisplaced crystal. The equations of motion are $M_\kappa\ddot u_{l\kappa\alpha}=-\sum_{l'\kappa'\beta}\Phi_{l\kappa\alpha,l'\kappa'\beta}\,u_{l'\kappa'\beta}$, and $\Phi$ depends on the cells through $\mathbf R_{l'}-\mathbf R_l$ alone. Inserting $u_{l\kappa\alpha}=u_{\kappa\alpha}e^{i(\mathbf q\cdot\mathbf R_l-\omega t)}$ and cancelling the common phase leaves
\begin{equation}
M_\kappa\omega^2u_{\kappa\alpha}=\sum_{\kappa'\beta}C_{\kappa\alpha,\kappa'\beta}(\mathbf q)\,u_{\kappa'\beta},
\qquad
C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_l\Phi_{0\kappa\alpha,l\kappa'\beta}\,e^{i\mathbf q\cdot\mathbf R_l}.
\label{C}
\end{equation}
The phase contains the lattice vector $\mathbf R_l$, not the full position of the ion. This choice fixes the phases that follow. With $e_{\kappa\alpha}=\sqrt{M_\kappa}\,u_{\kappa\alpha}$ the problem becomes an ordinary eigenvalue problem for the dynamical matrix $D_{\kappa\alpha,\kappa'\beta}=C_{\kappa\alpha,\kappa'\beta}/\sqrt{M_\kappa M_{\kappa'}}$.

\emph{Q.} Then $P$ needs the potential change produced by a whole displaced sublattice. Show me its Fourier components, with the signs.

\emph{A.} Let $v_\kappa(\mathbf k)=\int v_\kappa(r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, which is real and even because $v_\kappa$ is spherical. Then $v_\kappa(\mathbf r)=(N\Omega)^{-1}\sum_{\mathbf k\ne0}v_\kappa(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$, and
\begin{align}
\sum_le^{i\mathbf q\cdot\mathbf R_l}\frac{\partial V(\mathbf r)}{\partial R_{l\kappa'\beta}}
&=-\frac1{N\Omega}\sum_{\mathbf k\neq0}ik_\beta v_{\kappa'}(\mathbf k)
e^{i\mathbf k\cdot(\mathbf r-\boldsymbol\tau_{\kappa'})}\sum_le^{i(\mathbf q-\mathbf k)\cdot\mathbf R_l}\nonumber\\
&=\sum_{\mathbf G'}\Big[-\frac i\Omega K'_\beta v_{\kappa'}(K')e^{-i\mathbf K'\cdot\boldsymbol\tau_{\kappa'}}\Big]
e^{i\mathbf K'\cdot\mathbf r}.
\label{dV}
\end{align}
The sum over $l$ equals $N$ when $\mathbf k-\mathbf q$ is a reciprocal lattice vector, and zero otherwise. I write $\mathbf K=\mathbf q+\mathbf G$ and $\mathbf K'=\mathbf q+\mathbf G'$ from here on.

\emph{Q.} And the density that answers this potential?

\emph{A.} The response of a periodic crystal can change a wave vector by reciprocal lattice vectors alone, so
\begin{equation}
\int\chi(\mathbf r,\mathbf r')e^{i\mathbf K'\cdot\mathbf r'}d^3r'
=\sum_{\mathbf G}\chi_{\mathbf G\mathbf G'}(\mathbf q)\,e^{i\mathbf K\cdot\mathbf r}.
\end{equation}
The left factor in \eqref{P} belongs to a single ion in cell $0$. Integration by parts moves the gradient onto the plane wave:
\begin{equation}
-\int\partial_\alpha v_\kappa(\mathbf r-\boldsymbol\tau_\kappa)\,e^{i\mathbf K\cdot\mathbf r}d^3r
=iK_\alpha\int v_\kappa(\mathbf r-\boldsymbol\tau_\kappa)e^{i\mathbf K\cdot\mathbf r}d^3r
=iK_\alpha v_\kappa(K)e^{i\mathbf K\cdot\boldsymbol\tau_\kappa}.
\end{equation}
The product of this $i$ with the $-i$ in \eqref{dV} is $+1$, and therefore
\begin{equation}
\sum_lP_{0\kappa\alpha,l\kappa'\beta}e^{i\mathbf q\cdot\mathbf R_l}
=\frac1\Omega\sum_{\mathbf G\mathbf G'}K_\alpha K'_\beta\,
e^{i\mathbf K\cdot\boldsymbol\tau_\kappa}e^{-i\mathbf K'\cdot\boldsymbol\tau_{\kappa'}}
v_\kappa(K)\,\chi_{\mathbf G\mathbf G'}(\mathbf q)\,v_{\kappa'}(K').
\label{Pq}
\end{equation}
One gradient carries $\mathbf K$ and the other $\mathbf K'$, because the electrons scatter the perturbation from $\mathbf K'$ to $\mathbf K$.

\emph{Q.} The ion--ion part should look similar, but a sum of $K_\alpha K_\beta\,4\pi/K^2$ over all $\mathbf G$ does not converge.

\emph{A.} It does not, because point charges are infinitely sharp. Let $v(K)=4\pi/K^2$, and replace it between ions by $v_\eta(K)=v(K)e^{-K^2/4\eta}$. In real space this turns $1/r$ into $\mathrm{erf}(\sqrt\eta\,r)/r$. The two differ by $\mathrm{erfc}(\sqrt\eta\,r)/r$, which is negligible at the distance of neighbouring ions once $\eta$ is large enough. With $w(\mathbf R)=(N\Omega)^{-1}\sum_{\mathbf k\neq0}v_\eta(k)e^{i\mathbf k\cdot\mathbf R}$,
\begin{equation}
W=\tfrac12\sum_{i\neq j}Z_iZ_j\,w(\mathbf R_i-\mathbf R_j)+\text{const}.
\end{equation}
For $i\neq j$ the two derivatives act on opposite ends of $\mathbf R_i-\mathbf R_j$, which gives a minus sign:
\begin{equation}
\frac{\partial^2W}{\partial R_{i\alpha}\partial R_{j\beta}}=F_{i\alpha,j\beta},\qquad
F_{i\alpha,j\beta}\equiv-Z_iZ_j\,\partial_\alpha\partial_\beta w(\mathbf R_i-\mathbf R_j).
\label{F}
\end{equation}
In Fourier space $-\partial_\alpha\partial_\beta$ becomes $+k_\alpha k_\beta$. The lattice sum selects $\mathbf k=\mathbf K$ as before:
\begin{equation}
\sum_lF_{0\kappa\alpha,l\kappa'\beta}e^{i\mathbf q\cdot\mathbf R_l}
=\frac{Z_\kappa Z_{\kappa'}}\Omega\sum_{\mathbf G}K_\alpha K_\beta\,v_\eta(K)\,
e^{i\mathbf K\cdot(\boldsymbol\tau_\kappa-\boldsymbol\tau_{\kappa'})}.
\label{Fq}
\end{equation}

\emph{Q.} For $\kappa=\kappa'$ your sum over $l$ includes $l=0$, an ion acting on itself.

\emph{A.} Yes. I let $F$ be defined by \eqref{F} for $i=j$ too, although $\partial^2W/\partial R_{i\alpha}\partial R_{i\beta}$ is something else. The surplus $F_{ii}$ grows with $\eta$ but does not depend on $\mathbf q$. It is a debt, to be paid when the on-site term is worked out.

\emph{Q.} So far there is a response function but no dielectric matrix. Several dielectric functions are in use. Which one do you mean?

\emph{A.} The one that describes what a classical test charge feels. Apply an outside potential $\delta V$ to the electrons. It induces $\delta n=\chi\,\delta V$, whose electrostatic potential is $v\,\delta n$. The total is $(1+v\chi)\,\delta V$, so
\begin{equation}
\varepsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q)=\delta_{\mathbf G\mathbf G'}+v(K)\,\chi_{\mathbf G\mathbf G'}(\mathbf q).
\label{eps}
\end{equation}
An exchange--correlation potential is not added to the field, since ions do not feel one. Exchange and correlation do act among the electrons, and they enter through $\chi$.

\emph{Q.} How, concretely, in Kohn--Sham theory?

\emph{A.} The Kohn--Sham electrons respond as independent particles to the total change of their effective potential. Let $f$ be the derivative of the exchange--correlation potential with respect to the density. Then
\begin{equation}
\delta n=\chi^0\big[\delta V+(v+f)\delta n\big]
\;\Rightarrow\;
\chi=\big[1-\chi^0(v+f)\big]^{-1}\chi^0 .
\label{dyson}
\end{equation}
Setting $f=0$ in this step gives the random-phase approximation. For $\chi^0$, first-order perturbation theory with $e^{i\mathbf K'\cdot\mathbf r}$ mixes into a filled orbital $|v\mathbf k\rangle$ the empty orbitals $|c\,\mathbf k{+}\mathbf q\rangle$ with amplitudes $\langle c\,\mathbf k{+}\mathbf q|e^{i\mathbf K'\cdot\mathbf r}|v\mathbf k\rangle/(\epsilon_{v\mathbf k}-\epsilon_{c\,\mathbf k+\mathbf q})$. Mixing among filled orbitals leaves the density unchanged. The density change has two parts, $\psi_v^*\,\delta\psi_v$ and $\delta\psi_v^*\,\psi_v$. A physical perturbation is real, $\lambda e^{i\mathbf K'\cdot\mathbf r}+\lambda^*e^{-i\mathbf K'\cdot\mathbf r}$, and I collect the terms proportional to $\lambda$. In the first part they come from $e^{i\mathbf K'\cdot\mathbf r}$, with the amplitudes just given. In the second they come from $e^{-i\mathbf K'\cdot\mathbf r}$, which mixes in $|c\,\mathbf k{-}\mathbf q\rangle$, so that $\delta\psi_v^*\,\psi_v$ contains $\langle v\mathbf k|e^{i\mathbf K'\cdot\mathbf r}|c\,\mathbf k{-}\mathbf q\rangle\,\psi^*_{c\,\mathbf k-\mathbf q}\psi_{v\mathbf k}/(\epsilon_{v\mathbf k}-\epsilon_{c\,\mathbf k-\mathbf q})$. Without magnetic fields $\psi_{-\mathbf k}=\psi^*_{\mathbf k}$ may be chosen, with $\epsilon_{-\mathbf k}=\epsilon_{\mathbf k}$. The term then becomes $\langle c\,{-}\mathbf k{+}\mathbf q|e^{i\mathbf K'\cdot\mathbf r}|v\,{-}\mathbf k\rangle\,\psi^*_{v\,-\mathbf k}\psi_{c\,-\mathbf k+\mathbf q}/(\epsilon_{v\,-\mathbf k}-\epsilon_{c\,-\mathbf k+\mathbf q})$, so the second part at $\mathbf k$ equals the first at $-\mathbf k$. This gives a factor 2, and spin gives another. Projecting on $e^{i\mathbf K\cdot\mathbf r}$ over the volume $N\Omega$,
\begin{equation}
\chi^0_{\mathbf G\mathbf G'}=\frac4{N\Omega}\sum_{\mathbf kvc}
\frac{\langle v\mathbf k|e^{-i\mathbf K\cdot\mathbf r}|c\,\mathbf k{+}\mathbf q\rangle
\langle c\,\mathbf k{+}\mathbf q|e^{i\mathbf K'\cdot\mathbf r}|v\mathbf k\rangle}
{\epsilon_{v\mathbf k}-\epsilon_{c\,\mathbf k+\mathbf q}} .
\label{chi0}
\end{equation}

\emph{Q.} Then put \eqref{eps} into the coupling.

\emph{A.} First I express each ionic potential through the charge that would produce it electrostatically, $v_\kappa(K)=-v(K)\,\zeta_\kappa(K)$. Because $v_\kappa+Z_\kappa/r$ has short range, $\zeta_\kappa(K)\to Z_\kappa$ as $K\to0$. From \eqref{eps}, $v(K)\chi_{\mathbf G\mathbf G'}=\varepsilon^{-1}_{\mathbf G\mathbf G'}-\delta_{\mathbf G\mathbf G'}$, and the two minus signs cancel:
\begin{equation}
v_\kappa(K)\chi_{\mathbf G\mathbf G'}v_{\kappa'}(K')
=\zeta_\kappa(K)\big[\varepsilon^{-1}_{\mathbf G\mathbf G'}-\delta_{\mathbf G\mathbf G'}\big]v(K')\zeta_{\kappa'}(K').
\end{equation}
I call the sum of \eqref{Pq} and \eqref{Fq} $\bar C(\mathbf q)$. Collecting the diagonal terms,
\begin{align}
\bar C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\frac1\Omega\sum_{\mathbf G\mathbf G'}&K_\alpha K'_\beta\,
e^{i\mathbf K\cdot\boldsymbol\tau_\kappa}e^{-i\mathbf K'\cdot\boldsymbol\tau_{\kappa'}}
\Big\{\zeta_\kappa(K)\,\varepsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q)\,v(K')\,\zeta_{\kappa'}(K')\nonumber\\
&+\delta_{\mathbf G\mathbf G'}\,v(K)\big[Z_\kappa Z_{\kappa'}-\zeta_\kappa(K)\zeta_{\kappa'}(K)\big]\Big\}.
\label{Cbar}
\end{align}
The product $Z_\kappa Z_{\kappa'}$ carries the convergence factor of \eqref{Fq}. The first term is the interaction of two charges $\zeta$ screened by the electrons. The second corrects for the fact that the ions repel each other as point charges, while the electrons see them as $\zeta$.

The coupling between different ions is now expressed through the inverse dielectric matrix, the ionic charges and the ionic potentials, and its lattice Fourier sum is contained in $\bar C(\mathbf q)$. What remains is the on-site term: the integral over the ground-state density, and the true second derivative of $W$ in place of the surplus $F_{ii}$.
